# Travel Time of Second Sound in a Gray Debye Crystal

## Problem

In a gray Debye crystal every phonon branch obeys $\omega=vk$ with the same speed, here $v=3000$ m/s, and the wave vectors fill a sphere. A thin plane layer of the crystal is warmed slightly. Collisions between phonons are very frequent and conserve both energy and crystal momentum (normal collisions). Collisions that destroy crystal momentum (resistive collisions) are absent. The crystal is wide, so its side walls play no part.

When does the peak of the temperature pulse reach a detector $L=8$ mm away? How rare must resistive collisions be, and how frequent normal ones, for the pulse to count as undamped?

## A tempting solution

Heat in this crystal is carried by phonons, and every phonon moves at $v$. Collisions that conserve momentum do not resist the heat flow. The pulse therefore moves at $v$ and arrives after

$$t=\frac{L}{v}=\frac{8\ \text{mm}}{3\ \text{mm}/\mu\text{s}}=2.67\ \mu\text{s}.$$

## Where it fails

The first two sentences are correct; the third does not follow from them. The time $L/v$ belongs to a phonon that flies straight to the detector without a collision. Here normal collisions redistribute the phonons over all directions long before they have crossed the crystal. Conserving the total momentum does not preserve the direction of each phonon. What travels is a collective disturbance of energy and momentum density, and its speed must come from the two conservation laws.

## Right solution

**The local distribution.** Let $n$ be the occupation of a phonon state. A normal collision $1+2\leftrightarrow3$ is in balance with its reverse when

$$n_1n_2(1+n_3)=(1+n_1)(1+n_2)n_3 .$$

Dividing by $n_1n_2n_3$ and taking logarithms shows that $\ln(1+1/n)$ must have the same sum before and after the collision. Taking energy and crystal momentum as the conserved quantities, we set it equal to a combination of these two:

$$\ln\!\left(1+\frac1n\right)=\frac{\hbar\omega-\hbar\mathbf k\cdot\mathbf u}{k_BT},\qquad
n=\frac{1}{e^{(\hbar\omega-\hbar\mathbf k\cdot\mathbf u)/k_BT}-1}.$$

This is a Bose distribution with drift velocity $\mathbf u$. Frequent normal collisions keep $n$ close to it, while $T$ and $\mathbf u$ vary slowly in space and time.

There is a subtlety. With one strictly linear dispersion law, $\omega_1+\omega_2=\omega_3$ means $k_1+k_2=|\mathbf k_1+\mathbf k_2|$, so three-phonon collisions involve parallel wave vectors and cannot turn the momentum. The gray model must therefore assume that other normal processes share momentum between directions.

**Densities and fluxes.** Let the pulse travel along $x$, let $\mathbf u$ point along $x$, and let $\mu$ be the cosine of the angle between $\mathbf k$ and $x$. Let $\sum$ denote the sum over branches and wave vectors per unit volume. A phonon has energy $\hbar vk$, momentum component $\hbar k\mu$ and velocity component $v\mu$. The energy density $E$, momentum density $P$, energy flux $Q$ and momentum flux $\Pi$ are

$$E=\sum\hbar vk\,n,\quad P=\sum\hbar k\mu\,n,\quad
Q=\sum\hbar v^2k\mu\,n=v^2P,\quad \Pi=\sum\hbar vk\mu^2\,n .$$

To find $\Pi$, expand in $u$. With $n_0$ the distribution at $u=0$, $\varepsilon=\hbar\omega$ and $G=-\partial n_0/\partial\varepsilon>0$,

$$n\simeq n_0+\hbar k\mu u\,G .$$

The second term is odd in $\mu$ and drops out of both $E$ and $\Pi$. The first does not depend on direction, so $\mu^2$ may be replaced by its average over the sphere:

$$\langle\mu^2\rangle=\frac12\int_{-1}^{1}\mu^2\,d\mu=\frac13,\qquad \Pi=\frac E3 .$$

**The wave equation.** Normal collisions change neither $E$ nor $P$, so each changes only through its flux:

$$\frac{\partial E}{\partial t}+v^2\frac{\partial P}{\partial x}=0,\qquad
\frac{\partial P}{\partial t}+\frac13\frac{\partial E}{\partial x}=0 .$$

Differentiate the first equation with respect to time and insert the second:

$$\frac{\partial^2E}{\partial t^2}
=-v^2\frac{\partial}{\partial x}\frac{\partial P}{\partial t}
=\frac{v^2}{3}\frac{\partial^2E}{\partial x^2}.$$

For a small disturbance $\delta E=C\,\delta T$, where the heat capacity $C$ is that of the uniform background. It cancels, and temperature obeys the same equation. The wave speed and travel time are

$$c_2=\frac{v}{\sqrt3}=\frac{3000\ \text{m/s}}{1.732}=1732\ \text{m/s},\qquad
t=\frac{L}{c_2}=\frac{8\ \text{mm}}{1.732\ \text{mm}/\mu\text{s}}=4.62\ \mu\text{s}.$$

This wave is second sound. The factor $1/3$ is $\langle\mu^2\rangle$. If all phonons moved along $\pm x$, this average would be 1 and the tempting speed $v$ would be right.

Temperature does not enter $c_2$: derivatives of the full drifting distribution, taken numerically with a Debye wave number of 16 nm⁻¹, give 1732.1 m/s at both 15 K and 150 K. This concerns the speed alone. In a real crystal heating also brings in momentum-destroying umklapp collisions, which the calculation excludes.

## When is the pulse undamped?

Let $\tau_N$ and $\tau_R$ be the times between normal and resistive collisions, taken equal for all phonons. Let $e(\mu,x,t)$ be the excess energy carried in direction $\mu$, and let $\langle\cdot\rangle$ average over directions. With $e_0=\langle e\rangle$ and $q=\langle\mu e\rangle$, the relaxation-time model is

$$\frac{\partial e}{\partial t}+v\mu\frac{\partial e}{\partial x}
=-\frac{e-e_0-3\mu q}{\tau_N}-\frac{e-e_0}{\tau_R}.$$

Normal collisions drive $e$ towards $e_0+3\mu q$, which has the same energy and momentum as $e$, since $\langle3\mu^2q\rangle=q$. Resistive collisions conserve energy alone. Averaging the equation, first as it stands and then multiplied by $\mu$, gives

$$\frac{\partial e_0}{\partial t}+v\frac{\partial q}{\partial x}=0,\qquad
\frac{\partial q}{\partial t}+v\frac{\partial}{\partial x}\left(\frac{e_0}{3}+s\right)=-\frac{q}{\tau_R},$$

where $s=\langle(\mu^2-\tfrac13)e\rangle$ measures the departure from the drifting distribution. Multiply the model equation by $\mu^2-\frac13$ and average. For small $\tau_N$, $\partial s/\partial t$ and $s/\tau_R$ are negligible beside $s/\tau_N$, and $e\simeq e_0+3\mu q$ may be used in the flux term. Since $\langle\mu^4\rangle=\frac15$,

$$s\simeq-\tau_Nv\frac{\partial}{\partial x}\left\langle\left(\mu^3-\frac{\mu}{3}\right)3\mu q\right\rangle
=-\tau_Nv\left(\frac35-\frac13\right)\frac{\partial q}{\partial x}
=-\frac{4}{15}\tau_Nv\frac{\partial q}{\partial x}.$$

For a plane wave $e^{iKx+\lambda t}$ the two balance equations become

$$\lambda e_0=-iKvq,\qquad
\left(\lambda+\frac{4}{15}v^2\tau_NK^2+\frac1{\tau_R}\right)q=-\frac{iKv}{3}e_0 .$$

Multiply the second by $\lambda$, insert the first and divide by $q$:

$$\lambda^2+2\gamma\lambda+\frac{v^2K^2}{3}=0,\qquad
\gamma=DK^2+\frac{1}{2\tau_R},\qquad D=\frac{2}{15}v^2\tau_N .$$

The roots are $\lambda=-\gamma\pm i\sqrt{v^2K^2/3-\gamma^2}$. For waves long enough that $vK\tau_N\ll1$, as the small-$\tau_N$ step requires, the amplitude decays at the rate $\gamma$ while the square root is real. Two conditions follow for an undamped pulse: $DK^2t\ll1$ for the wave numbers that make up the pulse, and $t\ll2\tau_R$. Very long waves fail in another way: when $vK/\sqrt3<1/(2\tau_R)$, with $DK^2$ negligible, the root is imaginary and the disturbance no longer oscillates.

**Numbers.** Take $\tau_N=0.01$ μs, $\tau_R=20$ μs and an initial Gaussian layer of standard deviation $\sigma=0.4$ mm. Then

$$D=\frac{2}{15}\,(3\ \text{mm}/\mu\text{s})^2(0.01\ \mu\text{s})=0.012\ \text{mm}^2/\mu\text{s}.$$

For $K=1$ mm⁻¹ the formula gives $\gamma=0.012+0.025=0.037$ μs⁻¹, and diagonalizing the model equation for 32 discrete directions gives 0.03700 μs⁻¹.

The Fourier amplitude of the layer is proportional to $e^{-\sigma^2K^2/2}$. The factor $e^{-DK^2t}$ turns $\sigma^2$ into $\sigma^2+2Dt$, so the standard deviation on arrival is

$$\sqrt{0.16+2(0.012)(4.62)}\ \text{mm}=0.52\ \text{mm}.$$

The layer starts without momentum and splits into two equal pulses. Without resistive collisions the height at the detector, relative to the initial peak, is therefore about $\frac12(0.4/0.52)=0.38$. The numerical solution of the model equation gives 0.385, with the peak at 4.614 μs. An undamped pulse would arrive with height 0.5, so this one is noticeably damped: for $K=1/\sigma$, $DK^2t=0.35$, which is not much less than 1.

Resistive collisions should reduce the height by a further factor $e^{-t/2\tau_R}=0.891$. The numerical ratio is 0.900. The small excess is mostly a weak wake. Since $q=0$ at the start, $\partial e_0/\partial t=0$ there, and each plane wave evolves as $e^{-\gamma t}[\cos\Omega t+(\gamma/\Omega)\sin\Omega t]$ with $\Omega\simeq c_2K$. The part $1/(2\tau_R)$ of $\gamma$ in the sine term gives $\sin(c_2Kt)/(2\tau_Rc_2K)$, the Fourier transform of a uniform strip of height $1/(4\tau_Rc_2)$ between $x=-c_2t$ and $x=c_2t$. The detector sits at the edge of this strip, where half the area $\sqrt{2\pi}\,\sigma$ of the initial layer counts. The wake therefore adds $0.891\sqrt{2\pi}\,\sigma/(8\tau_Rc_2)=0.003$ to the height, or about 0.008 to the ratio. The peak then arrives at 4.615 μs.

Making $\tau_N$ ten times longer, with $\tau_R$ and the layer unchanged, lowers the height from 0.346 to 0.166 and moves the peak to 4.529 μs, 2% earlier than the ideal time. Here $vK\tau_N=0.75$ for $K=1/\sigma$, so the small-$\tau_N$ step no longer holds. The two balance equations, which are of first order in $\tau_N$, do not give this early arrival, and the derivation above does not settle its cause.

**The opposite limit.** Remove the normal collisions and make the resistive ones frequent. On times much longer than $\tau_R$ the flux follows the gradient, $q\simeq-\frac13v\tau_R\,\partial e_0/\partial x$, and the energy balance becomes a diffusion equation with diffusivity $v^2\tau_R/3$. For $\tau_R=0.01$ μs this is 0.03 mm²/μs. In 4.62 μs heat spreads by about $\sqrt{2(0.03)(4.62)}\ \text{mm}=0.53$ mm, far short of the detector. Frequent collisions alone do not make second sound; they must also conserve momentum.

## How far a real crystal departs from the model

The speed, length and temperature (15 K) lie roughly in the regime of very pure sodium fluoride, in which second sound has been observed at roughly 10 to 20 K. The match is loose: the Debye-average sound speed of sodium fluoride is nearer 3800 m/s, so its second sound is faster than in this model. The collision times are assumptions, not data for that material.

Real crystals also break the gray assumption, because longitudinal phonons are faster than transverse ones. For linear branches $j$ with speeds $v_j$ and heat capacities $C_j$, where $C=\sum_jC_j$, the expansion of $n$ used above, together with $\partial n_0/\partial T=\varepsilon G/T$, gives

$$\delta E=C\,\delta T,\quad Q=\frac{TC}{3}u,\quad
P=\frac{Tu}{3}\sum_j\frac{C_j}{v_j^2},\quad \delta\Pi=\frac C3\delta T .$$

The conservation laws then read

$$\frac{\partial\,\delta T}{\partial t}=-\frac T3\frac{\partial u}{\partial x},\qquad
T\sum_j\frac{C_j}{v_j^2}\,\frac{\partial u}{\partial t}=-C\frac{\partial\,\delta T}{\partial x}.$$

Eliminating $u$, and using $C_j\propto v_j^{-3}$ at temperatures far below the Debye temperature, we find

$$c_2^2=\frac13\,\frac{\sum_jC_j}{\sum_jC_j/v_j^2}
=\frac13\,\frac{\sum_jv_j^{-3}}{\sum_jv_j^{-5}} .$$

Take two transverse branches at 2707 m/s and one longitudinal branch at 4602 m/s, a ratio of 1.7 with the average of $v_j^{-3}$ held at its gray value. Then $c_2=1612$ m/s and the travel time is 4.96 μs, 7% longer than in the gray crystal.

Bending of the dispersion curve acts in the same direction. For equal branches with a sine-shaped curve that becomes flat at the edge of the Debye sphere (radius 16 nm⁻¹), the speed at 15 K is 1594 m/s and the time 5.02 μs. The sine curve is a toy shape, not the dispersion of a real crystal, and the result is sensitive to the radius: with 13.4 nm⁻¹ the delay rises from about 9% to about 16%. For these parameters, then, each of the two departures taken alone lengthens the gray time of 4.62 μs by less than 10%, provided that normal collisions are frequent enough and resistive ones rare enough. In a crystal with both (the same unequal speeds, each branch bent in the same way), the delays act in the same direction and the total at 15 K is about 20%. The delay from bending also grows quickly with temperature, because shorter waves are then excited, so the 10% limit does not carry over to 20 K. The numerical output below lists the values for each departure taken alone at 15 K.

## Computed results

```
INPUTS
sound speed v = 3000 m/s
crystal length L = 8 mm
temperature = 15 K
Debye wave number = 16 1/nm
Debye temperature = 367 K
normal collision time = 0.01 us
resistive collision time = 20 us
initial layer standard deviation = 0.4 mm
IDEAL SECOND SOUND
speed v/sqrt(3) = 1732.1 m/s
speed from Bose distribution, 15 K = 1732.1 m/s
speed from Bose distribution, 150 K = 1732.1 m/s
travel time sqrt(3)L/v = 4.619 us
ballistic time L/v = 2.667 us
PULSE FROM THE BOLTZMANN EQUATION (height: initial peak = 1)
tau_n = 0.001 us, no resistive: peak at 4.619 us, height 0.484
tau_n = 0.01 us, no resistive: peak at 4.614 us, height 0.385
height from broadening formula = 0.384
with resistive collisions: peak at 4.615 us, height 0.346
height ratio, resistive on/off = 0.900
exp(-t/(2 tau_r)) = 0.891
tau_n = 0.1 us, with resistive: peak at 4.529 us, height 0.166
DAMPING OF A PLANE WAVE
phonon path v*tau_n = 0.030 mm
spreading constant D = 0.0120 mm^2/us
pulse standard deviation on arrival = 0.520 mm
wave number tested = 1.0 1/mm
decay rate, diagonalization = 0.03700 1/us
decay rate, formula = 0.03700 1/us
LIMITS OF THE GRAY LINEAR MODEL
transverse speed = 2707 m/s
longitudinal speed = 4602 m/s
second sound, unequal branches = 1612 m/s
same, from closed formula = 1612 m/s
travel time, unequal branches = 4.96 us
second sound, bent dispersion = 1594 m/s
travel time, bent dispersion = 5.02 us
```
